\section*{Threshold for a bound state at an impurity in a simple cubic lattice}

\section*{Problem}

One particle moves on an infinite simple cubic lattice with lattice constant $a$. Hopping between nearest neighbours has amplitude $-t$, with $t>0$. The impurity at site $0$ lowers the energy of that site by $U>0$:
\begin{equation}
H=-t\sum_{\langle ij\rangle}\bigl(|i\rangle\langle j|+|j\rangle\langle i|\bigr)-U|0\rangle\langle 0| .
\end{equation}
Each bond is counted once. Wave vectors are in units of $1/a$, and $\int_k$ means $\int d^3k/(2\pi)^3$ over $-\pi<k_x,k_y,k_z\le\pi$, so that $\int_k 1=1$. The Watson integral is
\begin{equation}
W=\int_k\frac{1}{3-\cos k_x-\cos k_y-\cos k_z}.
\end{equation}

(a) Show that a normalizable eigenstate exists if and only if $U>U_c=2t/W$, and that it is then unique.

(b) Evaluate $W$ and show that $U_c\approx3.96\,t$.

(c) Find the binding energy just above threshold and for $U\gg t$, the weight of the state on the impurity, and its decay with distance.

(d) Take $t=0.5$ eV and $a=0.4$ nm. Discuss impurities with $U=1.5$ eV and $U=2.5$ eV.

(e) Find how the threshold moves if the six neighbours are also lowered by a small energy $V$, or if instead the six impurity bonds become $bt$. Evaluate both for $V=0.1$ eV and $b=0.9$.

\section*{Solution}

\subsection*{(a) Condition for binding}

Let $\psi_n$ be the amplitude on site $n$ and $\phi(k)=\sum_n e^{-ik\cdot n}\psi_n$. Without the impurity the energy is $\varepsilon(k)=-2t(\cos k_x+\cos k_y+\cos k_z)$, a band from $-6t$ to $6t$. The Schr\"odinger equation becomes
\begin{equation}
[\varepsilon(k)-E]\,\phi(k)=U\psi_0 .
\label{eq:phi}
\end{equation}

If $\psi_0=0$, then $\phi$ vanishes wherever $\varepsilon(k)\neq E$. For given $k_x,k_y$ at most two values of $k_z$ give $\varepsilon=E$, so $\phi$ has zero norm. A bound state therefore has $\psi_0\neq0$ and $\phi=U\psi_0/(\varepsilon-E)$. The possible energies are as follows.

\begin{itemize}
\item $-6t<E<6t$: on the diagonal $k=(q,q,q)$, $\varepsilon=-6t\cos q$ equals $E$ at some $0<q<\pi$. The gradient of $\varepsilon$ is nonzero there, so near this point $|\phi|^2$ grows as the inverse square of the distance to the surface $\varepsilon=E$. Its integral diverges.
\item $E\ge6t$: integrating $\phi$ over $k$ must return $\psi_0$, which requires $1=U\int_k(\varepsilon-E)^{-1}$. The right side is negative, so there is no solution.
\item $E=-6t$: near $k=0$, $\varepsilon+6t\approx tk^2$, so $|\phi|^2\propto k^{-4}$. The norm contains $\int k^2dk\,k^{-4}$, which diverges.
\end{itemize}

What remains is $E=-6t-\Delta$ with $\Delta>0$. Then $\phi$ is bounded and normalizable, and $\psi_0=\int_k\phi$ gives
\begin{equation}
\frac1U=g(\Delta),\qquad g(\Delta)=\int_k\frac{1}{\varepsilon(k)+6t+\Delta}.
\label{eq:cond}
\end{equation}
The integrand is positive and falls with $\Delta$, so $g$ falls strictly. It tends to zero at large $\Delta$, because $g\le1/\Delta$. Since $\varepsilon+6t=2t(3-\cos k_x-\cos k_y-\cos k_z)$, its upper limit is
\begin{equation}
g(0)=\frac{W}{2t}.
\end{equation}
Thus Eq.~(\ref{eq:cond}) has one root if $1/U<W/(2t)$ and none otherwise. This is the condition $U>U_c=2t/W$. At $U=U_c$ there is no bound state, by the last item above. For a given root, $\phi$ is fixed up to a factor, so the state is unique.

The threshold is nonzero because $W$ is finite: near $k=0$ its integrand is $2/k^2$, and $\int k^2dk/k^2$ converges at small $k$. On a square lattice the corresponding integral is $\int k\,dk/k^2$, which diverges, and any $U>0$ binds. In three dimensions the cost of confining the particle must be overcome by a finite attraction.

\subsection*{(b) The number}

Insert $1/x=\int_0^\infty e^{-xs}ds$ for the denominator of $W$. All integrands are positive, so the order of integration may be exchanged. With $I_0(s)=\int_{-\pi}^{\pi}e^{s\cos k}\,dk/(2\pi)$,
\begin{equation}
W=\int_0^\infty\bigl[e^{-s}I_0(s)\bigr]^3ds .
\end{equation}
For large $s$, put $y=\sin(k/2)$. Then $1-\cos k=2y^2$ and $dk=2\,dy/\sqrt{1-y^2}$, so
\begin{align}
e^{-s}I_0(s)&=\frac2\pi\int_0^1e^{-2sy^2}\left(1+\frac{y^2}{2}+\frac{3y^4}{8}+\dots\right)dy\nonumber\\
&\simeq\frac{1}{\sqrt{2\pi s}}\left(1+\frac1{8s}+\frac9{128s^2}+\dots\right).
\end{align}
The upper limit was moved to infinity, at an exponentially small cost, where the Gaussian averages are $\overline{y^2}=1/(4s)$ and $\overline{y^4}=3/(16s^2)$. In the cube, the coefficient of $1/s$ is $3/8$ and that of $1/s^2$ is $3\cdot9/128+3/64=33/128$. Integration from $S$ to infinity gives the tail
\begin{equation}
W_{>S}\simeq\frac{1}{(2\pi)^{3/2}}\left[\frac{2}{S^{1/2}}+\frac{1}{4S^{3/2}}+\frac{33}{320S^{5/2}}\right].
\end{equation}
For $S=50$ this is $0.018004$. Numerical integration from $0$ to $50$ gives $0.487458$. Hence
\begin{equation}
W=0.487458+0.018004=0.505462,\qquad U_c=\frac{2t}{0.505462}=3.957\,t .
\end{equation}
Sums over two grids in $k$ space, with $n=120$ and $n=240$ points along each axis, shifted by half a spacing so that the singular point $k=0$ is avoided, and combined so that the error proportional to $1/n$ cancels, also give $W=0.505462$.

The threshold can be found without $W$ by diagonalizing $H$ on periodic lattices of $L^3$ sites. There $g$ is replaced by $g_L=L^{-3}\sum_k(\varepsilon+6t+\Delta)^{-1}$. With $\Delta=xt/L^2$ and $k=2\pi m/L$, where $m$ is a vector of integers, each small-$k$ term is $L^{-1}/[t(4\pi^2m^2+x)]$. The sum therefore differs from $g(0)$ by $F(x)/(tL)$ to leading order, with $F$ independent of $L$. At $U=U_c$ this requires $F(x)=0$, so $L^2\Delta$ is the same for all large $L$. The curves of $L^2\Delta$ against $U$ for $L=10$ and $L=16$ cross at $U=3.954\,t$, within $0.1\%$ of $U_c$.

\subsection*{(c) Energy, weight and size of the state}

\textit{Just above threshold.} Subtracting the integrals for $g(0)$ and $g(\Delta)$ and using $\varepsilon+6t\approx tk^2$, since small $k$ dominates,
\begin{align}
g(0)-g(\Delta)&=\int_k\frac{\Delta}{(\varepsilon+6t)(\varepsilon+6t+\Delta)}
\simeq\frac{1}{2\pi^2}\int_0^\infty\frac{k^2\,\Delta\,dk}{tk^2(tk^2+\Delta)}\nonumber\\
&=\frac{\Delta}{2\pi^2t}\,\frac{\pi}{2\sqrt{t\Delta}}=\frac{1}{4\pi t}\sqrt{\frac{\Delta}{t}} .
\end{align}
The left side equals $1/U_c-1/U$, so
\begin{equation}
\Delta\simeq t\left[4\pi t\left(\frac1{U_c}-\frac1U\right)\right]^2 .
\label{eq:near}
\end{equation}
The binding energy starts quadratically in $U-U_c$. The full solution of Eq.~(\ref{eq:cond}) is $0.991$ times this estimate when $U$ is $1\%$ above $U_c$, and $0.937$ times when it is $10\%$ above.

\textit{Strong attraction.} For $|E|\gg6t$ expand $1/(\varepsilon+|E|)$ in $\varepsilon/|E|$. The band average of $\varepsilon$ is zero and that of $\varepsilon^2$ is $4t^2\cdot3/2=6t^2$. Thus $1/U\simeq1/|E|+6t^2/|E|^3$, or $|E|\simeq U+6t^2/U$: the site energy plus second-order hopping to six neighbours. The binding energy is therefore $\Delta=|E|-6t\simeq U-6t+6t^2/U$. At $U=8t$ the expansion gives $|E|=8.75\,t$, against $8.79\,t$ from Eq.~(\ref{eq:cond}).

\textit{Weight.} Normalization, $1=\int_k|\phi|^2$, gives
\begin{equation}
P_0=|\psi_0|^2=\left[U^2\int_k\frac{1}{(\varepsilon-E)^2}\right]^{-1}.
\end{equation}
Near threshold the integral is
\begin{equation}
\frac1{2\pi^2}\int_0^\infty\frac{k^2dk}{(tk^2+\Delta)^2}=\frac{1}{8\pi t^{3/2}\sqrt\Delta},
\end{equation}
so $P_0\simeq8\pi t^{3/2}\sqrt\Delta/U^2$. The weight on the impurity vanishes as the level reaches the band.

\textit{Decay.} Let $p_x$ be the sum of $\psi_n$ over the plane at $x$. Four of the six hops stay in the plane, so for $x\ne0$
\begin{equation}
-t(p_{x+1}+p_{x-1})-4tp_x=(-6t-\Delta)p_x .
\end{equation}
The decaying solution is $p_x\propto e^{-\kappa|x|}$, with $x$ in units of $a$ and
\begin{equation}
\cosh\kappa=1+\frac{\Delta}{2t}.
\end{equation}
The amplitude on single sites along an axis falls faster, as $e^{-\kappa|x|}/|x|$ at large $|x|$. The area over which the state spreads within a plane grows as $|x|$, and this cancels the factor $1/|x|$ in the sum.

\subsection*{(d) Two impurities}

The threshold is $3.957\times0.5$ eV $=1.98$ eV.

For $U=1.5$ eV $=3t$ there is no bound state. A finite periodic lattice still shows a level below $-6t$, by $2.89$ meV for $L=12$ and $0.40$ meV for $L=24$. The ratio, $7.2$, is near the volume ratio $8$. The $k=0$ term of $g_L$ explains this: kept apart from the rest, it gives $1/U\simeq g(0)+1/(L^3\Delta)$, hence $\Delta\propto L^{-3}$, with corrections of relative order $1/L$. The lowering disappears in the infinite lattice.

For $U=2.5$ eV $=5t$ the lowering is $200.6$ meV for $L=12$ and $200.4$ meV for $L=24$: it stays finite. Equation~(\ref{eq:cond}) gives $\Delta=0.4008\,t=0.200$ eV. The near-threshold formula (\ref{eq:near}) would give $0.439\,t$, about $10\%$ too much. The weight on the impurity is $P_0=0.61$. From $\cosh\kappa=1.2004$ one finds $\kappa=0.623$, so the plane-summed amplitude decays over $0.4/0.623=0.64$ nm.

\subsection*{(e) Attraction on the neighbours and altered bonds}

\textit{Neighbours lowered by $V$.} Let $G_n=\int_k e^{ik\cdot n}/(\varepsilon+6t)$, with $g=G_0=1/U_c$ and $h$ its value on a nearest neighbour. It obeys $-t\sum_\delta G_{n+\delta}+6tG_n=\delta_{n0}$, where $\delta$ in the sum runs over the six neighbour vectors. At $n=0$ this gives $h=g-1/(6t)$. At a neighbour site it gives $\sum_\delta G_{n+\delta}=6h$. For equal amplitudes $\psi_1$ on the six neighbours, the threshold equations are
\begin{align}
\psi_0&=gU\psi_0+6hV\psi_1, & \psi_1&=hU\psi_0+6hV\psi_1 .
\end{align}
Eliminating the amplitudes, $(1-gU)(1-6hV)=6h^2UV$. Collecting the terms in $U$ and using $g-h=1/(6t)$,
\begin{equation}
U_c(V)=\frac{1-6hV}{g-6hV(g-h)}=\frac{1-6hV}{g-hV/t}.
\end{equation}
This holds for $V$ too small to bind by itself. With $V=0.2t$, $g=0.2527/t$ and $h=0.0861/t$, it gives $0.8967\,t/0.2355=3.81\,t=1.90$ eV.

\textit{Bonds changed to $bt$, with $V=0$.} The equation at site $0$ gives $\psi_0=-bt\sum_\delta\psi_\delta/(E+U)$. In each neighbour's equation the impurity then appears as $-bt\psi_0=b^2t^2\sum_\delta\psi_\delta/(E+U)$. This matches an impurity of strength $U'$ with unchanged bonds if $E+U=b^2(E+U')$. At threshold $E=-6t$ and $U'=U_c$, so
\begin{equation}
U_c(b)=6t-b^2(6t-U_c).
\end{equation}
For $b=0.9$ this is $6t-0.81\times2.043\,t=4.345\,t=2.17$ eV. Lattice crossings at $L=10$ and $16$ give $3.808\,t$ for the first change and $4.339\,t$ for the second.

At fixed $U=2.5$ eV, the neighbour attraction raises the binding energy from $0.200$ to $0.221$ eV, while the weaker bonds reduce it to $0.118$ eV. The weaker bonds thus reduce the binding energy by $41\%$ of its value, while the threshold rises by $10\%$ of its own. In absolute terms the threshold moves more, by $0.19$ eV against $0.08$ eV.

\textit{Relation to real defects.} The nearest real case is an isovalent substitutional impurity (one with as many valence electrons as the atom it replaces), for instance one implanted and then annealed onto a lattice site, whose potential is confined to about one cell. A band width of $12t=6$ eV and a spacing of $0.4$ nm are of the rough size found in solids, but real bands seldom have this simple cubic form, and $3.96\,t$ should not be carried over to them. Relaxation around the impurity changes the bonds; the $10\%$ change above moves the threshold by about $0.2$ eV. An impurity of different valence, such as a donor, has a core that is charged relative to the host, and this breaks the model altogether, even when the donor with its bound electron is neutral. A trial state of radius $R$ costs kinetic energy of order $1/R^2$ but gains of order $1/R$ from an attractive Coulomb tail, so at large $R$ the gain wins and there is no threshold, as long as free carriers do not screen the tail. Interaction between electrons is also left out. At 300 K, $k_BT=0.026$ eV, and the $0.200$ eV level lies $7.8\,k_BT$ below the band; its occupation depends also on the carrier density.

\section*{Computed results}
\begin{verbatim}
Watson integral W, Bessel form: 0.50546202 (no unit)
  part from s = 0 to 50: 0.48745803 (no unit)
  tail beyond s = 50: 0.01800398 (no unit)
  k-space grid value: 0.505462 (no unit)
  gamma-function value: 0.50546202 (no unit)
Threshold Uc = 2t/W: 3.95678 t
Threshold from lattice crossing, L = 10 and 16: 3.954 t
Binding / near-threshold law, U 10% above Uc: 0.9374
Binding / near-threshold law, U 1% above Uc: 0.9907
Binding at U = 4.0 t: 0.00117 t
Binding at U = 4.5 t: 0.13611 t
Binding at U = 5.0 t: 0.40079 t
Binding at U = 6.0 t: 1.10392 t
Binding at U = 8.0 t: 2.78962 t
Example: hopping t = 0.50 eV, lattice constant a = 0.40 nm
Example: band width 12t = 6.00 eV
Example: threshold Uc = 1.978 eV
Weak impurity U = 1.50 eV = 3.00 t
  lowering on periodic lattice L = 12: 2.888 meV
  lowering on periodic lattice L = 24: 0.401 meV
  ratio of the two lowerings: 7.20
Strong impurity U = 2.50 eV = 5.00 t
  lowering on periodic lattice L = 12: 200.58 meV
  lowering on periodic lattice L = 24: 200.40 meV
  binding energy, infinite lattice: 0.2004 eV
  level energy from band centre: -3.2004 eV
  weight on impurity site: 0.6086 (no unit)
  decay constant kappa: 0.6230 per lattice constant
  decay length of plane-summed amplitude: 0.642 nm
Neighbour attraction V = 0.10 eV = 0.20 t
  threshold, formula: 3.8074 t = 1.904 eV
  threshold, lattice crossing: 3.808 t
  binding of strong impurity: 0.2208 eV
Impurity bonds scaled by 0.90 (no unit)
  threshold, formula: 4.3450 t = 2.172 eV
  threshold, lattice crossing: 4.339 t
  binding of strong impurity: 0.1182 eV
Thermal energy kT at 300 K: 0.02585 eV
Binding energy / kT at 300 K: 7.75 (no unit)
\end{verbatim}
